\section*{Why Overlapping Collisions Limit the Binary-Collision Approximation at Low Ion Energy}

\section{What scaling fixes in advance}

A projectile of mass $M_1$ and kinetic energy $E=M_1v^2/2$ passes two free atoms of mass $M_2$, initially at rest. It interacts with atom $i$ through a repulsive pair potential $\phi_i$; the atoms do not interact with each other. The motion is classical and electronic energy loss is left out. The algebra is in atomic units, although no $\hbar$ appears; numbers are in eV and \AA.

Replace the time $t$ by the length $s=vt$. Since $M_1\,d^2/dt^2=M_1v^2\,d^2/ds^2=2E\,d^2/ds^2$, the equations for the projectile position $\mathbf R$ and the atomic displacements $\mathbf u_i$ become
\begin{equation}
\mathbf R''=\frac{1}{2E}\sum_i\mathbf F_i,\qquad
\mathbf u_i''=-\frac{M_1}{M_2}\,\frac{\mathbf F_i}{2E},\qquad
\mathbf F_i=-\nabla\phi_i .
\label{eq:motion}
\end{equation}
For a given geometry and mass ratio, the final direction therefore depends on the potentials through $\phi_i/E$ alone.

The binary-collision approximation (BCA) treats the encounter as two-body collisions in sequence. I take its ideal form: each collision is solved exactly, and the outgoing asymptote of the first, including its position, is the incoming line of the second. If either potential is switched off, this is exact. In an expansion in powers of the two potential strengths, every term of the BCA error must then contain both strengths. The lowest possible term is
\begin{equation}
\Delta\mathbf n\equiv\mathbf n_{\rm exact}-\mathbf n_{\rm BCA}
=\frac{\mathbf G}{4E^2}+O(E^{-3}),
\label{eq:form}
\end{equation}
where $\mathbf n$ is the transverse part of the final unit direction vector and $\mathbf G$ is bilinear in the forces. What remains is to find $\mathbf G$ and what makes it large.

\section{First contribution: impulses that add}

At lowest order the forces are evaluated on the undeflected path, the $x$ axis, with the atoms at rest. Integrating \eqref{eq:motion} once gives
\begin{equation}
\mathbf n^{(1)}=\frac{1}{2E}\sum_i\int_{-\infty}^{\infty}\mathbf F_{i,\perp}(x)\,dx .
\label{eq:first}
\end{equation}
The longitudinal impulse vanishes at this order because $\int F_{i,x}dx=\phi_i(-\infty)-\phi_i(\infty)=0$. Normalizing the velocity thus changes its transverse part only at third order.

Equation \eqref{eq:first} is a plain sum. Two forces may act at the same instant or far apart in time, with the same result. Overlap alone is therefore not an error.

For $\phi=A e^{-r/\rho}$ and impact parameter $b$, the transverse force is $(A/\rho)e^{-r/\rho}\,b/r$. With $x=b\sinh w$, so that $dx/r=dw$, and $z=b/\rho$,
\begin{equation}
\theta_1=\frac{A}{2E}\,\frac b\rho\int_{-\infty}^{\infty}e^{-z\cosh w}\,dw
=\frac AE\,zK_0(z),
\label{eq:bessel}
\end{equation}
because the integral equals $2K_0(z)$, with $K_0$ the modified Bessel function.

\section{Second contribution: response within and between collisions}

Define the response to force $j$ along the straight path,
\begin{equation}
\mathbf D_j(x)=\int_{-\infty}^{x}(x-x')\mathbf F_j(x')\,dx' .
\end{equation}
Differentiating twice gives $\mathbf D_j''=\mathbf F_j$, so the first-order displacements are $\delta\mathbf R=\sum_j\mathbf D_j/2E$ and $\mathbf u_i=-(M_1/M_2)\mathbf D_i/2E$. Force $i$ depends on the relative displacement $\delta\mathbf R-\mathbf u_i$ and changes by $[(\delta\mathbf R-\mathbf u_i)\cdot\nabla]\mathbf F_i$. Inserting this in \eqref{eq:motion} yields
\begin{equation}
\mathbf n^{(2)}=\frac1{4E^2}\sum_i\int dx\,
\Big[\Big(1+\frac{M_1}{M_2}\Big)\mathbf D_i
+\sum_{j\ne i}\mathbf D_j\Big]\!\cdot\nabla\mathbf F_{i,\perp}.
\label{eq:second}
\end{equation}
The first term belongs to each two-body collision separately, and the BCA reproduces it, recoil included. The second couples the atoms.

Let atom 1 be taken first. The BCA omits $\mathbf D_2\cdot\nabla\mathbf F_1$, since the first collision knows nothing of atom 2. In the second collision it replaces $\mathbf D_1$ by the completed response
\begin{equation}
\mathbf D_1^{\rm out}(x)=\int_{-\infty}^{\infty}(x-x')\mathbf F_1(x')\,dx' .
\end{equation}
Subtracting the two integrals leaves the part with $x'>x$:
\begin{equation}
\mathbf D_1(x)-\mathbf D_1^{\rm out}(x)
=-\int_x^\infty(x-x')\mathbf F_1(x')dx'
=\int_x^\infty(x'-x)\mathbf F_1(x')dx' .
\end{equation}
In the omitted term, call the position where atom 1 acts $x'$ and the earlier position where atom 2 acts $x$. Both pieces then share one domain:
\begin{equation}
\mathbf G=\iint_{x'>x}(x'-x)
\big[\mathbf F_1(x')\cdot\nabla\mathbf F_{2,\perp}(x)
+\mathbf F_2(x)\cdot\nabla\mathbf F_{1,\perp}(x')\big]dx\,dx'.
\label{eq:G}
\end{equation}

This locates the fault of the BCA at leading order. It comes from the part of the path on which atom 1 still acts after atom 2 has begun to act. If the first force ended before the second began, $\mathbf G$ would vanish. The masses have cancelled: recoil matters inside each collision but not in this difference. For several atoms in a fixed order, the same subtraction gives a sum of \eqref{eq:G} over pairs.

\section{A worked encounter}

Take round model parameters: $A=1000$, $\rho=0.30$, and equal masses of 40 u. The atoms lie at $(0,-1.2,-0.9)$ and $(0.5,1.2,-0.9)$. Each impact parameter is $\sqrt{1.2^2+0.9^2}=1.5$, where the one-atom potential is 6.7 eV.

The $y$ impulses cancel at first order and the $z$ impulses add, giving $2(0.9/1.5)\theta_1=1.2\,\theta_1$. At 3200 eV this is 6.921 mrad, and by \eqref{eq:first} it scales as $1/E$. Separating the contributions to the deflection, in mrad, gives:

\begin{center}
\begin{tabular}{rrrrr}
$E$ (eV) & added impulses & BCA correction & overlap & exact \\
50 & 442.9 & $-138.3$ & $+14.9$ & 319.6 \\
200 & 110.7 & $-12.7$ & $+2.7$ & 100.7 \\
800 & 27.68 & $-0.92$ & $+0.24$ & 27.00 \\
3200 & 6.921 & $-0.060$ & $+0.016$ & 6.877
\end{tabular}
\end{center}

Here ``exact'' means the numerical solution of the three-body model. The third column is the BCA deflection minus the added impulses; the fourth is exact minus BCA. At every listed energy the BCA correction has the sign of the departure from simple addition but overshoots it, and the overlap term takes part of it back. Over this range the overlap term grows relative to the exact deflection as $E$ falls; the ratio peaks near 35 eV and decreases at still lower energies.

Integrating \eqref{eq:G} gives $G_y=0$ and $G_z=693.7\ {\rm eV}^2$. The leading error relative to the first-order deflection is therefore
\begin{equation}
\frac{G_z/4E^2}{(6.921\times10^{-3})(3200\ {\rm eV})/E}
=\frac{693.7}{4(22.15)}\,\frac{\rm eV}{E}
\approx\frac{7.8\ {\rm eV}}{E}.
\end{equation}
At 3200 eV this predicts 0.24\%, in agreement with the computed directional error relative to the exact deflection.

A sharper test uses $\mathbf C(E)=4E^2\Delta\mathbf n=\mathbf G+\mathbf c/E+\cdots$. The combination $2\mathbf C(6400)-\mathbf C(3200)$ removes the $1/E$ term. The trajectories give 693.5 eV$^2$ for its $z$ component and 0.2 eV$^2$ for $y$, so the dynamics and the separately evaluated integral agree to better than 0.1\%.

The simple law does not extend to the lowest energy. The full directional errors are 0.88\%, 2.7\% and 5.3\% at 800, 200 and 50 eV. At 50 eV the leading formula predicts 69 mrad, while the actual error is 17 mrad. The expansion requires the displacement during a force pulse to be small compared with $\rho$. Near closest approach $r\simeq b+x^2/2b$, so the pulse has rms half-length about $\sqrt{b\rho}=0.67$. This is an estimate for large $b/\rho$; on the straight path at $b/\rho=5$ the value is 0.70 for the transverse force and 0.77 for the force magnitude. The ratio $\theta\sqrt{b\rho}/\rho$ is then about 0.7 at 50 eV but 0.015 at 3200 eV.

\section{Weighing energy, overlap and force balance}

\subsection{Duration is not the deciding quantity}

On a fixed straight path, both the pulse duration and the lag between pulses scale as $1/v$, so their ratio does not depend on energy. To measure overlap on the actual paths, normalize each force magnitude to unit time integral and integrate the smaller of the two pulses. Complete overlap gives 1. The result is 0.70 at 50 eV and 0.73 at 3200 eV, although the rms duration of the first pulse falls from 4.8 to 0.62 fs. Overlap is slightly smaller at the lower energy, where the BCA error is larger. In this comparison at fixed initial geometry, the loss of accuracy comes from stronger response, not from greater overlap.

\subsection{Low energy without overlap}

Now place atom 2 so that its longitudinal distance downstream of atom 1 is $L$. The exponential part of the integrand in \eqref{eq:G} is $\exp\{-[r_1(x')+r_2(x)]/\rho\}$. The sum of distances is convex, and its unrestricted minimum, $x'=0$ and $x=L$, violates $x'>x$. The restricted minimum therefore lies on $x'=x$. Adding the plane vectors $(x,b_1)$ and $(L-x,b_2)$, the triangle inequality gives
\begin{equation}
\min(r_1+r_2)=\Lambda=\sqrt{L^2+(b_1+b_2)^2},\qquad
G\sim e^{-\Lambda/\rho},
\label{eq:lambda}
\end{equation}
up to algebraic factors when $\rho$ is small compared with the distances. From $L=6$ to 9, the integral falls by 9.18 in its logarithm; the exponential alone gives 9.26.

At 50 eV and $L=4$, the exact deflection is still 357 mrad, but the BCA directional error is only 0.007 mrad. Low energy without appreciable overlap leaves the ideal BCA accurate in this model.

\subsection{Comparable forces}

Multiply the second potential by $\epsilon$ at fixed geometry. At leading order the error scales as $\epsilon$. The two unit transverse directions have scalar product $(-1.2^2+0.9^2)/1.5^2=-0.28$, so the first-order deflection scales as $\sqrt{1-0.56\epsilon+\epsilon^2}$. The relative error is proportional to
\begin{equation}
\frac{\epsilon}{\sqrt{1-0.56\epsilon+\epsilon^2}} .
\end{equation}
The derivative of its square has the sign of $1-0.28\epsilon$, which is positive for $0<\epsilon\le1$. With the stronger atom held fixed, the leading-order relative error thus grows until the strengths are equal. At 50 eV, where the leading order no longer suffices, the order of the atoms matters: the relative error still grows up to equality when atom 2 is the weaker one, but peaks near a strength ratio of 0.7 when atom 1 is weakened instead. At 3200 eV, setting $\epsilon=0.1$ reduced the absolute error to 0.101 of its former value. Increasing both target masses fourfold instead changed it by 1.3\%, consistent with mass independence at leading order.

\section{How low energy recruits more neighbours}

There is a second energy effect when deflection, rather than impact parameter, is held fixed. Let $b_*$ be the radius at which one atom produces a chosen deflection $\theta_*$. From \eqref{eq:bessel} and $K_0(z)\simeq\sqrt{\pi/2z}\,e^{-z}$ at large $z$,
\begin{equation}
\frac{b_*}{\rho}\simeq\ln\frac{A}{\theta_*E}
+\frac12\ln\frac{\pi b_*}{2\rho}.
\end{equation}
For $\theta_*=100$ mrad, two-body trajectories give $b_*=0.95$, 1.41 and 1.85 at 800, 200 and 50 eV. Discs of this radius around the two atoms touch in projection when $2b_*=2.4$. The first-order estimate for that energy is about 450 eV (16 hartree); the two-body trajectories, whose radii are about 5\% smaller than the first-order ones, put it lower, between 200 and 450 eV. This energy marks roughly when one path can receive an appreciable impulse from each atom, although midway between them the two impulses are opposed and largely cancel. It is not a threshold for BCA failure.

The larger radius also weakens the protection given by longitudinal separation. For $b_1=b_2=b_*$, the exponential in $G/4E^2$ can be written as two single-atom factors, whose product varies roughly as $\theta_*^2/b_*$, times $e^{-(\Lambda-2b_*)/\rho}$. For $L\ll2b_*$ the last exponent is approximately $-L^2/(4b_*\rho)$, so it shrinks in magnitude as $b_*$ grows. A given separation therefore suppresses the error less strongly at low energy. This does not make the error larger at every separation. For atoms at $(0,-b_*,0)$ and $(L,0,-b_*)$, the relative error at $L=2$ rises from 0.09\% at 800 eV to 0.17\% at 50 eV, but at $L=0.5$ it falls from 2.1\% to 1.6\%.

\section{What changes in a real target}

Ion energies of tens to hundreds of eV occur in plasma etching and sputter deposition, so the first two rows of the table concern a practical range. The chosen $A$ is too soft for close collisions between medium-mass atoms, whose core repulsion reaches many keV; the example should be read for distant encounters. Real atoms are also bound. With a rough vibration period of 100 fs, a pulse of 5 fs rms duration changes the recoil displacement of a harmonically held atom by a fraction that reaches the order of $(2\pi\times5/100)^2\approx0.1$ as the pulse ends. In the worked encounter at 50 eV, tying both atoms to their sites by isotropic springs of this period changes the deflection by about 3 mrad, a fifth of the overlap term. Attraction, many-body bonding and the slow motion of recoils after impact add further errors. The 5\% found here is therefore neither a bound nor a prediction for a particular surface, and simulation codes that approximate the outgoing asymptotes incur errors beyond \eqref{eq:G}. Near reflection, where the path turns back, the expansion in $1/E$ gives no estimate; if the collisions overlap there, the simultaneous equations of motion must be solved.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Potential strength A = 1000 eV; decay length = 0.30 angstrom
Both impact parameters = 1.50 angstrom
Longitudinal atom separation = 0.50 angstrom
Projected atom spacing = 2.40 angstrom
Projectile and target masses = 40 u each
One-atom potential at impact distance = 6.738 eV
Overlap integral G: y = 0.000, z = 693.740 eV^2
Overlap integral magnitude = 693.740 eV^2
E = 50 eV: exact deflection = 0.319591 rad, BCA = 0.304672 rad
  direction error = 1.6904e-02 rad; leading formula = 6.9374e-02 rad; relative = 5.289 %
E = 200 eV: exact deflection = 0.100682 rad, BCA = 0.098029 rad
  direction error = 2.7056e-03 rad; leading formula = 4.3359e-03 rad; relative = 2.687 %
E = 800 eV: exact deflection = 0.026998 rad, BCA = 0.026761 rad
  direction error = 2.3753e-04 rad; leading formula = 2.7099e-04 rad; relative = 0.880 %
E = 3200 eV: exact deflection = 0.006877 rad, BCA = 0.006861 rad
  direction error = 1.6371e-05 rad; leading formula = 1.6937e-05 rad; relative = 0.238 %
  sum of first-order impulses = 0.006921 rad
G extrapolated from dynamics: y = 0.207, z = 693.462 eV^2
Error factor when atom 2 has 0.1 strength, 3200 eV = 0.10079
Error factor for fourfold target mass, 3200 eV = 1.01266
At 50 eV and 4 angstrom separation: direction error = 6.9266e-06 rad
  exact deflection = 0.357103 rad
G magnitude at separation 1.0 angstrom = 3.3640e+02 eV^2
G magnitude at separation 2.0 angstrom = 5.4385e+01 eV^2
G magnitude at separation 4.0 angstrom = 4.4086e-01 eV^2
Log drop of G from 6 to 9 angstrom = 9.182; exponential part = 9.262
E = 50 eV: pulse lag = 3.461 fs, rms duration = 4.823 fs, overlap = 0.6963
E = 3200 eV: pulse lag = 0.403 fs, rms duration = 0.618 fs, overlap = 0.7276
Radius for 0.1 rad at 50 eV = 1.851 angstrom; first order = 1.931 angstrom
Radius for 0.1 rad at 200 eV = 1.407 angstrom; first order = 1.473 angstrom
Radius for 0.1 rad at 800 eV = 0.947 angstrom; first order = 0.995 angstrom
First-order energy where collision discs touch = 446.39 eV = 16.404 hartree
\end{verbatim}
